# Displacement thresholds by energy scanning, and where bisection fails: a program that tests the result

```python
"""Displacement thresholds from repeated thermal starts, and failure of bisection.

Result under test: if defect probability p(E) is nonmonotonic, bisection finds
one upward crossing selected by its bracket; an energy scan finds every
resolved crossing. A recoil of mass M moves in landscape V(x) with drag GAMMA.
The site is x=0; final x > X_B1 means a stable defect. E is the kick energy.
Units: eV, angstrom, ps, K. Mass unit: eV ps^2/angstrom^2.
Critical launch velocities are calculated by backward integration from barrier
tops and compared with forward trajectories from the site.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.special import ndtr
from scipy.stats import beta, binom

rng = np.random.default_rng(2718)
M = 28 * const.atomic_mass * 1e4 / const.e
KB = const.k / const.e
HBAR = const.hbar / const.e * 1e12
HARTREE = const.physical_constants["Hartree energy in eV"][0]
TEMP, GAMMA, LEVEL = 300.0, 10.0, 0.5
KT = KB * TEMP
X_B1, X_P, X_B2 = 1.4, 2.4, 3.6
B1, POCKET, B2 = 9.5, 8.0, 16.0

# Three cosine segments: site to barrier, barrier to pocket, outer channel.
BASE = np.array([0.0, B1, POCKET])
AMP = np.array([B1 / 2, (POCKET - B1) / 2, (B2 - POCKET) / 2])
Q = np.pi / np.array([X_B1, X_P - X_B1, X_B2 - X_P])
ORIGIN = np.array([0.0, X_B1, X_P])
AQ = AMP * Q
SPRING = AMP[0] * Q[0]**2
OMEGA = np.sqrt(SPRING / M)
DT, STEPS = 5e-4, 1200


def force(x):
    seg = 1 * (x > X_B1) + (x > X_P)
    wave = -AQ[seg] * np.sin(Q[seg] * (x - ORIGIN[seg]))
    return np.where(x < 0, -SPRING * x, wave)


def potential(x):
    seg = 1 * (x > X_B1) + (x > X_P)
    wave = BASE[seg] + AMP[seg] * (1 - np.cos(Q[seg] * (x - ORIGIN[seg])))
    return np.where(x < 0, SPRING * x**2 / 2, wave)


def run(x, v, gamma=GAMMA, noise_kt=0.0, cage=0.0):
    """Return True for a final defect; cage is its mass divided by M."""
    x, v = np.array(x, float), np.array(v, float)
    damp = np.exp(-gamma * DT)
    noise = np.sqrt(noise_kt / M * (1 - damp**2))
    y = np.zeros_like(x) if cage else 0.0
    w = np.zeros_like(x) if cage else 0.0
    acc = force(x) / M
    for _ in range(STEPS):
        v += DT / 2 * acc
        if cage:
            w += DT / 2 * (-acc / cage - OMEGA**2 * y)
        x += DT / 2 * v
        v *= damp
        if noise_kt:
            v += noise * rng.standard_normal(x.shape)
        x += DT / 2 * v
        if cage:
            y += DT / 2 * w
            w *= damp
            y += DT / 2 * w
        acc = force(x - y) / M
        v += DT / 2 * acc
        if cage:
            w += DT / 2 * (-acc / cage - OMEGA**2 * y)
    relative = x - y
    if not cage:
        total = M * v**2 / 2 + potential(x)
        unresolved = (x < X_B2) & (total > B1)
        assert unresolved.mean() < 0.002
    return relative > X_B1


def thermal_run(energies, noise_kt=0.0):
    energies = np.asarray(energies, float)
    x = rng.normal(0, np.sqrt(KT / SPRING), energies.shape)
    v = rng.normal(0, np.sqrt(KT / M), energies.shape)
    return run(x, v + np.sqrt(2 * energies / M), noise_kt=noise_kt)


def separatrix(saddle, side):
    """Velocity versus initial position for arrival at rest at a barrier."""
    eps = 1e-5
    kappa = side * force(saddle + side * 1e-4) / 1e-4 / M
    mu = GAMMA / 2 + np.sqrt(GAMMA**2 / 4 + kappa)

    def backward(_, state):
        return [-state[1], -float(force(state[0])) / M + GAMMA * state[1]]

    def reached(_, state):
        return state[0] + 0.3
    reached.terminal = True
    sol = solve_ivp(backward, (0, 1), [saddle + side * eps, -side * mu * eps],
                    method="DOP853", events=reached, dense_output=True,
                    rtol=1e-9, atol=1e-11, max_step=2e-3)
    assert sol.status == 1
    times = np.linspace(sol.t[-1] - 0.01, sol.t[-1], 4000)
    pos, vel = sol.sol(times)
    assert np.all(np.diff(pos) < 0)
    return pos[::-1], vel[::-1]


branches = [separatrix(X_B1, -1), separatrix(X_B1, 1), separatrix(X_B2, -1)]
critical_v = np.array([np.interp(0, *branch) for branch in branches])
edges = M * critical_v**2 / 2


def probability(energies, kt=KT):
    energies = np.atleast_1d(energies)
    nodes, weights = np.polynomial.hermite_e.hermegauss(15)
    weights = weights / weights.sum()
    starts = nodes * np.sqrt(kt / SPRING)
    u = np.sqrt(2 * energies / M)[:, None]
    cdf = [ndtr((u - np.interp(starts, *b)) / np.sqrt(kt / M))
           for b in branches]
    return (cdf[0] - cdf[1] + cdf[2]) @ weights


def crossings(energies, prob):
    i = np.flatnonzero((prob[:-1] < LEVEL) != (prob[1:] < LEVEL))
    frac = (LEVEL - prob[i]) / (prob[i + 1] - prob[i])
    return energies[i] + frac * (energies[i + 1] - energies[i])


def cold_edges(gamma, energies, cage=0.0):
    result = run(np.zeros_like(energies), np.sqrt(2 * energies / M),
                 gamma=gamma, cage=cage)
    i = np.flatnonzero(result[:-1] != result[1:])
    return (energies[i] + energies[i + 1]) / 2


def text(values):
    return " ".join(f"{value:.2f}" for value in values) or "none"


# Backward manifolds against forward trajectories, including re-escape.
forward_edges = cold_edges(GAMMA, np.arange(5, 32, 0.02))
assert len(forward_edges) == 3
assert np.max(np.abs(forward_edges - edges)) < 0.03

# Full thermal average and its leading analytic form.
fine = np.arange(5, 32, 0.01)
p_fine = probability(fine)
cross = crossings(fine, p_fine)
assert len(cross) == 3
spread = np.sqrt(KT / M * (1 + (GAMMA / OMEGA)**2))
short = ndtr((np.sqrt(2 * fine / M)[:, None] - critical_v) / spread)
short_p = short[:, 0] - short[:, 1] + short[:, 2]
short_error = np.max(np.abs(short_p - p_fine))
assert short_error < 0.01
sigma = np.sqrt(2 * edges * KT * (1 + (GAMMA / OMEGA)**2))
near = (fine > cross[0]) & (fine < cross[1])
gap = (fine > cross[1]) & (fine < cross[2])
assert p_fine[near].max() > 0.8 and p_fine[gap].min() < 0.05

# Repeated-start scan.
scan_e, starts_n = np.arange(8, 30.01, 0.5), 400
hits = thermal_run(np.repeat(scan_e, starts_n)).reshape(-1, starts_n).sum(1)
scan_p, exact_p = hits / starts_n, probability(scan_e)
allowance = 4.5 * np.sqrt(exact_p * (1 - exact_p) / starts_n) + 2 / starts_n
assert np.all(np.abs(scan_p - exact_p) < allowance)
scan_cross = crossings(scan_e, scan_p)
assert len(scan_cross) == 3 and np.max(np.abs(scan_cross - cross)) < 0.25
slope = np.abs(np.interp(cross, fine, np.gradient(p_fine, fine)))
cross_se = np.sqrt(LEVEL * (1 - LEVEL) / starts_n) / slope

# Exact binomial intervals and their actual coverage.
counts = np.arange(starts_n + 1)
lower, upper = np.zeros(starts_n + 1), np.ones(starts_n + 1)
lower[1:] = beta.ppf(0.025, counts[1:], starts_n - counts[1:] + 1)
upper[:-1] = beta.ppf(0.975, counts[:-1] + 1, starts_n - counts[:-1])
coverage = min(binom.pmf(counts[(lower <= p) & (p <= upper)], starts_n, p).sum()
               for p in np.linspace(0.01, 0.99, 99))
assert coverage >= 0.95 - 1e-10
undecided = np.sum((lower[hits] < LEVEL) & (upper[hits] >= LEVEL))

# First sighting moves with the number of starts.
rise = fine < cross[0]
onsets = [np.interp(1 - 0.5**(1 / n), p_fine[rise], fine[rise])
          for n in (10, 400)]
seen = thermal_run(np.full(10000, onsets[0])).reshape(1000, 10).any(1).mean()
assert abs(seen - 0.5) < 0.075

# A coarse scan can step over the lower window.
width, coarse = cross[1] - cross[0], 6.0
assert width < coarse
offsets = (np.arange(2000) + 0.5) * coarse / 2000
points = 5 + offsets[:, None] + coarse * np.arange(5)
inside = (probability(points.ravel()).reshape(points.shape) >= LEVEL)
inside &= points < cross[1:].mean()
coarse_hit = inside.any(1).mean()
assert abs(coarse_hit - width / coarse) < 0.005


def trajectory_bisection(lo, hi, levels=7):
    def estimate(energy):
        return thermal_run(np.full(starts_n, energy)).mean()
    if estimate(lo) >= LEVEL or estimate(hi) < LEVEL:
        return np.nan
    for _ in range(levels):
        mid = (lo + hi) / 2
        if estimate(mid) >= LEVEL:
            hi = mid
        else:
            lo = mid
    return (lo + hi) / 2


low_answer = trajectory_bisection(8, 14)
refused = trajectory_bisection(8, 20)
high_answer = trajectory_bisection(8, 30)
assert abs(low_answer - cross[0]) < 0.5
assert np.isnan(refused)
assert abs(high_answer - cross[2]) < 0.5

# Noise-free bisection over many valid brackets.
lo, hi = np.meshgrid(np.linspace(0, 10, 41),
                     np.linspace(cross[2] + 1, cross[2] + 15, 57))
lo, hi = lo.ravel(), hi.ravel()
assert np.all(probability(lo) < LEVEL) and np.all(probability(hi) >= LEVEL)
for _ in range(22):
    mid = (lo + hi) / 2
    defect = probability(mid) >= LEVEL
    hi, lo = np.where(defect, mid, hi), np.where(defect, lo, mid)
ends = (lo + hi) / 2
assert np.all(np.min(np.abs(ends[:, None] - cross[[0, 2]]), axis=1) < 0.005)
map_first = np.mean(np.abs(ends - cross[0]) < 0.005)

# Single-trajectory bisection: probability tree against real trajectories.
tree_lo, weight, length = np.array([0.0]), np.array([1.0]), 30.0
sample_lo = np.zeros(2000)
for _ in range(7):
    length /= 2
    mid, p_mid = tree_lo + length, probability(tree_lo + length)
    tree_lo = np.concatenate((tree_lo, mid))
    weight = np.concatenate((weight * p_mid, weight * (1 - p_mid)))
    sample_mid = sample_lo + length
    sample_lo = np.where(thermal_run(sample_mid), sample_lo, sample_mid)
split = cross[1:].mean()
tree_first = weight[tree_lo + length / 2 < split].sum()
sample_first = np.mean(sample_lo + length / 2 < split)
tree_se = np.sqrt(tree_first * (1 - tree_first) / len(sample_lo))
assert abs(tree_first - sample_first) < 4.5 * tree_se + 0.002

# Closing drag from the upper barrier, tested by launches from the site.
drags = np.arange(10, 45, 0.05)
falls_home = ~run(np.full_like(drags, X_B2 - 1e-4), np.zeros_like(drags), drags)
assert falls_home[0] and not falls_home[-1]
closing = drags[np.flatnonzero(falls_home)[-1]] + 0.025
wide = np.arange(5, 65, 0.05)
assert len(cold_edges(0.9 * closing, wide)) == 3
assert len(cold_edges(1.1 * closing, wide)) == 1

# Sensitivity to effects omitted from the main calculation.
weak, strong = cold_edges(0.7 * GAMMA, wide), cold_edges(1.3 * GAMMA, wide)
mobile = cold_edges(GAMMA, wide, cage=6.0)
noisy_p = thermal_run(np.repeat(scan_e, 200), KT).reshape(-1, 200).mean(1)
noisy_cross = crossings(scan_e, noisy_p)
quantum_kt = HBAR * OMEGA / 2 / np.tanh(HBAR * OMEGA / (2 * KT))
quantum_peak = probability(fine[near], quantum_kt).max()
pocket_w = np.sqrt(np.abs(AMP[1:]) * Q[1:]**2 / M)
attempt = 1 / np.sum(np.pi / pocket_w)
lifetimes = [np.exp((B1 - POCKET) / (KB * t)) / attempt * 1e-12
             for t in (300, 900)]

print(f"Recoil mass: {M * const.e / 1e4 / const.atomic_mass:.1f} u")
print(f"Temperature: {TEMP:.0f} K; kT: {KT:.5f} eV; drag: {GAMMA:.1f} /ps")
print(f"Barrier 1, pocket, barrier 2: {B1:.1f} {POCKET:.1f} {B2:.1f} eV")
print(f"Their positions: {X_B1:.1f} {X_P:.1f} {X_B2:.1f} angstrom")
print(f"Site spring: {SPRING:.2f} eV/angstrom^2; omega: {OMEGA:.2f} rad/ps")
print(f"Cold edges, backward: {text(edges)} eV")
print(f"Cold edges, forward: {text(forward_edges)} eV")
print(f"Thermal edge widths sigma: {text(sigma)} eV")
print(f"Largest error of short p formula: {short_error:.4f}")
print(f"Scan: {len(scan_e)} energies, {starts_n} starts each")
print("E (eV), hits, estimate, 95% interval, quadrature p")
for energy in (9, 10, 11, 12, 13, 14, 15, 16, 17, 19, 22, 24, 25, 26, 28):
    i = np.argmin(np.abs(scan_e - energy))
    print(f"{scan_e[i]:.1f} {hits[i]:3d} {scan_p[i]:.3f} "
          f"[{lower[hits[i]]:.3f},{upper[hits[i]]:.3f}] {exact_p[i]:.3f}")
print(f"p=0.5 crossings, quadrature: {text(cross)} eV")
print(f"p=0.5 crossings, scan: {text(scan_cross)} eV")
print(f"Approximate crossing standard errors: {text(cross_se)} eV")
print(f"First crossing: {cross[0] / HARTREE:.4f} hartree")
print(f"Near-window peak p: {p_fine[near].max():.4f}")
print(f"Recombination-window minimum p: {p_fine[gap].min():.2e}")
print(f"Minimum tested interval coverage: {coverage:.4f}")
print(f"Scan energies undecided about p=0.5: {undecided}")
print(f"Median first-sighting energies, n=10,400: {text(onsets)} eV")
print(f"Observed sighting fraction at n=10 energy: {seen:.3f}")
print(f"Lower window width: {width:.2f} eV; coarse step: {coarse:.1f} eV")
print(f"Coarse offsets that hit it: {coarse_hit:.3f}")
print(f"Bisection 8-14 eV: {low_answer:.2f} eV")
print(f"Bisection 8-20 eV: {'refused' if np.isnan(refused) else refused}")
print(f"Bisection 8-30 eV: {high_answer:.2f} eV")
print(f"Bracket-map share at first crossing: {map_first:.3f}")
print(f"Single-shot 0-30 eV, share below {split:.2f} eV:")
print(f"  tree {tree_first:.3f}, trajectories {sample_first:.3f}")
print(f"Drag that closes recombination window: {closing:.2f} /ps")
print(f"Cold edges at 0.7 drag: {text(weak)} eV")
print(f"Cold edges at 1.3 drag: {text(strong)} eV")
print(f"Cold edges with six-atom mobile cage: {text(mobile)} eV")
print(f"Crossings with flight noise, n=200: {text(noisy_cross)} eV")
print(f"Zero-point effective kT: {quantum_kt:.5f} eV")
print(f"Near-window peak p with that kT: {quantum_peak:.4f}")
print(f"Near-defect TST lifetime, 300 K: {lifetimes[0]:.2e} s")
print(f"Near-defect TST lifetime, 900 K: {lifetimes[1]:.2e} s")
print("every check passed")
```

Running it gives:

```
Recoil mass: 28.0 u
Temperature: 300 K; kT: 0.02585 eV; drag: 10.0 /ps
Barrier 1, pocket, barrier 2: 9.5 8.0 16.0 eV
Their positions: 1.4 2.4 3.6 angstrom
Site spring: 23.92 eV/angstrom^2; omega: 90.79 rad/ps
Cold edges, backward: 11.76 15.46 24.62 eV
Cold edges, forward: 11.75 15.45 24.61 eV
Thermal edge widths sigma: 0.78 0.90 1.14 eV
Largest error of short p formula: 0.0065
Scan: 45 energies, 400 starts each
E (eV), hits, estimate, 95% interval, quadrature p
9.0   0 0.000 [0.000,0.009] 0.000
10.0   4 0.010 [0.003,0.025] 0.010
11.0  77 0.193 [0.155,0.235] 0.168
12.0 263 0.657 [0.609,0.704] 0.627
13.0 387 0.968 [0.945,0.983] 0.939
14.0 383 0.958 [0.933,0.975] 0.947
15.0 278 0.695 [0.647,0.740] 0.691
16.0 123 0.307 [0.263,0.355] 0.270
17.0  17 0.043 [0.025,0.067] 0.046
19.0   0 0.000 [0.000,0.009] 0.000
22.0   8 0.020 [0.009,0.039] 0.009
24.0 107 0.268 [0.225,0.314] 0.294
25.0 251 0.627 [0.578,0.675] 0.634
26.0 340 0.850 [0.811,0.884] 0.886
28.0 399 0.998 [0.986,1.000] 0.998
p=0.5 crossings, quadrature: 11.74 15.45 24.61 eV
p=0.5 crossings, scan: 11.69 15.44 24.54 eV
Approximate crossing standard errors: 0.05 0.06 0.07 eV
First crossing: 0.4316 hartree
Near-window peak p: 0.9721
Recombination-window minimum p: 6.63e-06
Minimum tested interval coverage: 0.9512
Scan energies undecided about p=0.5: 2
Median first-sighting energies, n=10,400: 10.60 9.56 eV
Observed sighting fraction at n=10 energy: 0.512
Lower window width: 3.70 eV; coarse step: 6.0 eV
Coarse offsets that hit it: 0.617
Bisection 8-14 eV: 11.73 eV
Bisection 8-20 eV: refused
Bisection 8-30 eV: 24.59 eV
Bracket-map share at first crossing: 0.108
Single-shot 0-30 eV, share below 20.03 eV:
  tree 0.691, trajectories 0.674
Drag that closes recombination window: 29.68 /ps
Cold edges at 0.7 drag: 11.02 13.17 21.72 eV
Cold edges at 1.3 drag: 12.47 18.22 27.77 eV
Cold edges with six-atom mobile cage: 12.52 18.17 24.87 eV
Crossings with flight noise, n=200: 11.62 15.46 24.62 eV
Zero-point effective kT: 0.03645 eV
Near-window peak p with that kT: 0.9360
Near-defect TST lifetime, 300 K: 1.49e+12 s
Near-defect TST lifetime, 900 K: 2.37e-05 s
every check passed
```
